Adaptive Gaussian widths for electron-phonon scattering and mobility convergence

A calculated mobility helps to judge a channel material only if its numerical error is known. Agreement between meshes is a poor measure of that error if the energy-conserving delta function has been given a fixed width. In the example below, a 20 meV width gives 1516 cm²/Vs on three successive meshes, while the continuum result of the same model is 1567 cm²/Vs. The mesh sum has converged, but to the wrong value. A width tied to the local gradient of the energy mismatch shrinks as the mesh is refined, so the sampling error of the mesh and the bias from the finite width can be removed together, under conditions derived here.

**The sum and its conventions**

An electron goes from k to k' = k + q. Let s = +1 denote phonon absorption and s = −1 emission. The energy mismatch is

Δ_s(q) = E(k+q) − E(k) − sħω(q).

The model has one spherical parabolic valley, E = ħ²k²/2m, and nondegenerate carriers. Acoustic phonons have ω = v_s q; one optical branch has constant frequency ω_o. For deformation potentials D (energy) and D_o (energy per length), mass density ρ and crystal volume V, the squared matrix elements without occupation factors are

|M_ac|² = D²ħq/(2ρVv_s),  |M_op|² = ħD_o²/(2ρVω_o).

Insert these in the golden rule, (2π/ħ)Σ_q|M|²δ(Δ), and replace Σ_q by V∫d³q/(8π³). The volume and one ħ cancel:

Γ = ∫d³q C(q)[n δ(Δ₊) + (n+1) δ(Δ₋)],
C_ac = D²q/(8π²ρv_s),  C_op = D_o²/(8π²ρω_o).

Here n is the Bose occupation. On a cubic mesh of spacing h the integral becomes h³Σ_q, and each delta function becomes a normalized Gaussian G_σ(Δ).

The point q = 0 must stay in the acoustic sum. There n ≈ kT/(ħv_s q), so C_ac n tends to the finite value D²kT/(8π²ρħv_s²).

**Choosing the width**

The sum runs over q at fixed k, so E(k) is constant and the gradient is

g = ∇_qΔ_s = ħv(k+q) − sħ∇_qω.

The initial velocity does not enter. For acoustic phonons, with p = mv_s/ħ and q̂ = q/|q|,

g = (ħ²/m)(k' − s p q̂),
g² = (ħ²/m)²(k'² − 2s p k'·q̂ + p²).

For the flat optical branch, p = 0. At q = 0 the acoustic direction is undefined; dropping the dot product gives the average of g² over directions.

Let a mesh cell have edge vectors Δq_i. A point in it is displaced from the centre by δ = Σ_i u_iΔq_i, with each u_i uniform between −1/2 and 1/2. Each u_i has variance 1/12, and different u_i are independent. The linear part of the mismatch therefore has variance

Var(g·δ) = Σ_i(g·Δq_i)²/12.

This suggests the rule

σ = α[Σ_i(g·Δq_i)²]^½.

At α = 1/√12 = 0.289, σ is the standard deviation of the linearized mismatch in the cell. On a cubic mesh the rule is σ = α|g|h.

For a flat optical branch the linear rule gives zero width at a band bottom. The curvature term ħ²δ²/2m supplies the missing spread. For one Cartesian component,

⟨δ_i⁴⟩ − ⟨δ_i²⟩² = h⁴/80 − h⁴/144 = h⁴/180.

Three independent components give Var(δ²) = h⁴/60. The covariance of g·δ with δ² vanishes because it is odd in δ. Hence

Var(Δ) = g²h²/12 + (ħ²h²/2m)²/60.

Multiplying by 12α² gives the width to implement:

σ² = α²[g²h² + (ħ²h²/2m)²/5].

The floor neglects phonon curvature. For a general band with Hessian H, the quadratic term is ½ΣH_ijδ_iδ_j. The same moments give a cubic-cell variance h⁴[ΣH_ii²/720 + Σ_(i<j)H_ij²/144], to be multiplied by 12α².

**Smearing bias**

Even with perfect sampling, a finite width changes the integral. Let F(E') be the density of final states and E₁ the energy selected by the delta function. The leading terms of a narrow Gaussian are

G_σ(E'−E₁) = δ(E'−E₁) + ½σ²δ''(E'−E₁) + … .

The width depends on E', so it must remain inside the derivatives when we integrate by parts twice:

∫F(E')G_σ(E'−E₁)dE' = F(E₁) + ½(Fσ²)''(E₁) + … .

For a spherical band F ∝ √E'. Away from the floor, and neglecting phonon velocity,

σ² = α²h²(ħ²k'/m)² = α²h²(2ħ²/m)E'.

Write this as cE'. Since (E'^{3/2})'' = (3/4)E'^{−1/2}, the relative error is (3/8)c/E₁. With E₁ = ħ²k₁²/2m we have c/E₁ = 4α²h²/k₁², so

δΓ/Γ = +(3/2)α²(h/k₁)²  (adaptive).

For a fixed width, (√E')'' = −(1/4)E'^{−3/2}, and

δΓ/Γ = −σ²/(8E₁²)  (fixed).

Both results assume a constant coupling weight and a width small compared with E₁. For α = 1 and k₁/h = 20, the adaptive formula gives 3.750×10⁻³ and a direct mesh sum gives 3.738×10⁻³. For a fixed σ = E₁/8, the formula gives −1.953×10⁻³ and the sum −1.983×10⁻³.

The adaptive bias vanishes as h² at fixed α. The fixed-width bias does not contain h, so mesh refinement cannot remove it.

**Sampling error and the flat-sheet exception**

Write the final mesh as k' = h(N+r), where N is an integer vector and r is the offset set by k. Poisson summation gives

h³Σ_N f(h(N+r)) = Σ_M exp(2πiM·r) ∫d³k' f(k')exp(−2πiM·k'/h).

The term M = 0 is the desired integral; the others are sampling errors.

Consider first a flat energy sheet normal to a mesh axis. Its linear mismatch makes f a Gaussian of standard deviation σ/|g| = αh in the normal wavevector. The Fourier transform of this Gaussian at 2πM/h is exp(−2π²α²M²). The ratio of the sum to the integral is therefore

1 + 2Σ_(M≥1)exp(−2π²α²M²)cos(2πMr).

The spacing has cancelled. The worst relative error is 39% for α = 0.289, 1.4% for α = 0.5 and 5×10⁻⁹ for α = 1. Refinement at fixed α does not cure an aligned flat sheet. One remedy is to let α grow as h^{−1/2}: the sampling factor then vanishes, and so does the actual wavevector width αh.

Now take a sphere of radius k₁. The angular average of exp(−iK·k') is sin(Kk')/(Kk'), with K = 2π|M|/h. To leading order in h/k₁, the radial profile is again a Gaussian of standard deviation αh. Averaging over it gives the relative sampling error

Σ_(M≠0)exp(−2π²α²M²)cos(2πM·r) sin(x_M)/x_M,
x_M = 2πk₁|M|/h.

Curvature supplies the factor 1/x_M ∝ h, so this error vanishes under refinement even at fixed α. For a constant weight and α = 0.289, forty spheres with k₁/h from 15 to 20 and random offsets showed an rms deviation of 2.6×10⁻³. Subtracting the sampling and bias formulas left 5×10⁻⁵.

For a general smooth sheet the part that survives comes from points whose normal is parallel to M. Along a direction of curvature κ the phase there varies as Kκt²/2, where t is distance along the sheet, and its integral scales as (Kκ)^{−1/2}. Two nonzero curvatures thus give a factor h, one gives h^{1/2}, and none gives no decay.

For a fixed energy width, replace α in the exponent by

α_eff = σ/(ħv'h),

where v' is the final speed. As h grows, a fixed width therefore becomes undersampled first for fast electrons. Once α_eff is small at all energies, the factor 1/x_M favours the larger spheres, and the relative error is no longer largest for the fastest electrons. Taking h to zero at fixed σ, then σ to zero, is a safe order. On a sphere σ may also shrink in proportion to h: α_eff then stays constant, and curvature removes the sampling error.

**Implementation**

```
input: k set, q mesh with cell edges, alpha
for each k:
  rate = 0
  for each q, phonon branch, final band:
    get E(k+q), v(k+q), omega(q), grad omega
    for s in (+1, -1):
      D = E(k+q) - E(k) - s*hbar*omega
      g = hbar*v(k+q) - s*hbar*grad omega
      var = alpha^2 * sum_i (g . dq_i)^2
      var = var + 12*alpha^2 * curvature variance
      if D^2 < 25*var:
        occ = n if s = +1, else n+1
        rate += cell volume * C * occ
                * exp(-D^2/(2 var))/sqrt(2 pi var)
  tau(k) = 1/rate
accumulate the mobility
repeat with smaller h, then with another alpha
```

The five-width cutoff discards about 6×10⁻⁷ of a Gaussian. It is an optional saving; the sums below have no such term-by-term cutoff, but stop at a largest k' that lies at least five widths above the selected energy.

A plain loop costs N_k h^{−3} per branch, where N_k is the number of initial states. If k is refined on the same mesh, the cost grows as h^{−6}. The extra work for an adaptive width is one gradient norm per term. If final states can be looked up by energy, the useful shell has thickness of order αh and area of order k₁², so it contains of order α(k₁/h)² points. A fixed-width shell contains a number growing as h^{−3}.

Two situations need care:

- At a band crossing the linear expansion fails, and a velocity from one branch does not describe the mismatch across the cell. Local subdivision is then the direct remedy.
- In an iterative Boltzmann solution, the forward process k→k' uses v(k') and the reverse uses v(k). Unequal widths give the two directions different smeared delta functions and spoil their balance. A common width, such as the root mean square of the two, makes the smeared delta functions equal. It does not restore exact detailed balance: at mismatch Δ the equilibrium forward and reverse fluxes still differ by a factor exp(Δ/kT), which is close to 1 only if the width is small compared with kT. The relaxation-time calculation here does not test the use of a common width.

**Continuum reference**

An independent rate is needed to separate convergence from accuracy. For optical scattering to wavevector k₁, the surface integral is

∫d³k' δ(E'−E₁) = 4πk₁²/(ħ²k₁/m) = 4πmk₁/ħ².

Multiplication by C_op gives

Γ_op = D_o²mk₁/(2πρω_oħ²) × (n or n+1).

For acoustic scattering, let u be the cosine of the angle between k and q. Then

Δ_s = ħ²kqu/m + ħ²q²/2m − sħv_s q.

Integrating the delta function over u gives m/(ħ²kq). With d³q = 2πq²dq du,

Γ_ac,s = D²m/(4πρv_sħ²k) ∫q²(n or n+1)dq.

The root is u = sp/k − q/2k. Requiring −1 ≤ u ≤ 1 sets the limits max[0, 2(sp−k)] ≤ q ≤ 2(k+sp). Emission is absent for k ≤ p.

For the mobility, let an electric field F_x act on electrons of charge −e. In the relaxation-time approximation the change of the distribution is

δf = τeF_x v_x ∂f₀/∂E = −τeF_x v_x f₀/kT.

The drift speed divided by F_x is then μ = (e/kT)⟨v_x²τ⟩. Isotropy gives v_x² → 2E/3m, and the density of states is proportional to √E. With x = E/kT,

μ = (2e/3m) ∫x^{3/2}τe^{−x}dx / ∫x^{1/2}e^{−x}dx
 = (4e/(3√π m)) ∫₀^∞ x^{3/2}τ(x)e^{−x}dx,

because the denominator is √π/2.

**Example in the silicon regime**

The parameters are rough typical values for electrons in silicon at 300 K: density-of-states mass 0.321 m₀, density 2330 kg/m³, sound speed 9000 m/s, acoustic potential 9 eV, optical quantum 62 meV and optical coupling 1.2×10⁹ eV/cm. The single optical branch replaces all intervalley processes, so its coupling is a lumped value. It does not resolve the softer intervalley phonons, which are more strongly occupied at 300 K; treating them separately can change the mobility by more than 10%.

At E = kT = 25.85 meV, k = 0.467 nm⁻¹. For h = 0.10 nm⁻¹, ħvh = 11.07 meV, and the adaptive width at α = 0.289 is 0.289 × 11.07 = 3.20 meV. Halving h halves this width.

A single rate shows the bias formula at work. At E = 100 meV, optical emission leaves 38 meV, so k₁ = 0.467√(38/25.85) = 0.566 nm⁻¹. For α = 0.5 and h = 0.05 nm⁻¹ the predicted bias is 1.5 × 0.25 × (0.05/0.566)² = 0.29%. The mesh rate is 4.410 ps⁻¹ against 4.396 ps⁻¹ in the continuum, an excess of 0.32%.

The mobility comparison holds sixteen initial energies and four directions per energy fixed while the q mesh changes. It thus isolates the energy-conservation error from the sampling of initial states. The errors below are relative to the continuum mobility of 1567 cm²/Vs, or 0.1567 m²/Vs. The last digits depend on the choice of initial states. A finer energy grid leaves 1567 and the 20 meV result unchanged. It moves the α = 0.5, h = 0.10 nm⁻¹ entry by about −0.1 point and the 5 meV bias from −0.07% to −0.04%. Other sets of four directions move the α = 0.289 entries by up to 0.4 point on the two coarser meshes and by about 0.1 point on the finest.

```
mobility error (%)
h (1/nm)         0.20    0.10    0.05
alpha 0.289     -2.31   -0.34   -0.13
alpha 0.5       -6.53   -1.60   -0.41
alpha 1.0      -24.03   -6.50   -1.59
fixed 1 meV     -2.20    0.94   -0.02
fixed 5 meV     -0.57    0.04   -0.07
fixed 20 meV    -3.26   -3.26   -3.26
```

The adaptive errors with α = 0.5 and 1 depend mainly on the product αh: −1.60% and −1.59% at αh = 0.05 nm⁻¹, and −6.53% and −6.50% at 0.10 nm⁻¹. This is the signature of smearing bias. Its size can be estimated from elastic acoustic scattering alone, for which τ ∝ x^{−1/2}. The mobility weight is then xe^{−x}, and the average of 1/x is ∫e^{−x}dx/∫xe^{−x}dx = 1. The mobility shift is −(3/2)(αh/k_T)², where k_T is k at E = kT. At αh = 0.05 nm⁻¹ this is −1.7%, close to the full result.

The fixed 20 meV result is stable because α_eff = 20/22.14 = 0.90 at E = kT even on the coarsest mesh. Sampling is good there; the remaining error is bias.

For the directions sampled here, the fixed 5 meV mobility is closer to the reference than the α = 0.289 one on all three meshes. On the finest mesh other direction sets can reverse the order, but mobility alone would rate the 5 meV width at least as good. The rms error of the individual rates, weighted by x^{3/2}e^{−x}, says otherwise:

```
rms rate error (%)
h (1/nm)         0.20    0.10    0.05
alpha 0.289      2.63    0.85    0.40
fixed 1 meV     15.78    4.89    1.12
fixed 5 meV      4.74    3.15    3.06
fixed 20 meV    11.77   11.77   11.77
```

At 5 meV the rate error stalls near 3% while the mobility error is below 0.1%. Cancellation between energies produces this: in the fine-mesh limit, the rate errors at some energies raise the mobility by about 0.7% in total, and those at other energies lower it by about as much. The 1 meV width shows another trap: its mobility error, including the sign, depends on which four directions are sampled. The scatter is about 3 points at h = 0.20 nm⁻¹, 1 point at 0.10 nm⁻¹ and still a few tenths of a point at 0.05 nm⁻¹. At h = 0.05 nm⁻¹ it is only −0.02%, while the rms rate error is 1.12%. A small mobility error on one mesh therefore does not show that the rates are equally accurate.

**False emission below threshold**

At E = 40 meV, emission of a 62 meV phonon is forbidden by B = 22 meV. A fixed 20 meV Gaussian nevertheless produces a false emission rate equal to 10% of the true total rate, since a final state near the band bottom lies 1.1 widths away.

With adaptive smearing, neglecting the floor, the distance in widths is

Δ/σ = k'/(2αh) + mB/(αħ²k'h).

The product of the two terms is independent of k', so their sum is smallest when they are equal:

(Δ/σ)_min = √(2mB)/(αħh) = k_B/(αh),

where k_B is the wavenumber at energy B. Here k_B = 0.431 nm⁻¹, and at h = 0.05 nm⁻¹ the minimum is 30 widths. The false emission is numerically zero. This protection requires k_B ≫ αh; it weakens close to threshold or on a coarse mesh.

Phonon velocity matters little here. Sound is 5.4% as fast as an electron at E = kT, and omitting ∇_qω at α = 0.289 changes the mobility by at most 0.04% on these meshes. That conclusion does not carry over to flat electron bands, where the two velocities can be comparable.

**What the mobility means for silicon**

Lightly doped silicon has a room-temperature electron mobility of roughly 1400 cm²/Vs. The model's 1567 cm²/Vs is of the right size, but lumped coupling constants make this a check of regime, not a prediction. A nonparabolicity of 0.5 eV⁻¹ lowers the model mobility by 12%. Replacing the density-of-states mass by the conductivity mass, 0.258 m₀, raises it by 24% if the rates are held unchanged. Replacing the acoustic scattering rate by a momentum-loss rate, a simple estimate of in-scattering, changes it by 0.1%; a full solution of the Boltzmann equation can differ from this estimate by a similar amount. One assumption that fails in doped device regions is the absence of impurities: 10¹⁷ cm⁻³ screened ionized impurities, treated in the Born approximation, reduce the model value to 974 cm²/Vs. The Born approximation is marginal here, because a thermal electron has k a_B ≈ 0.9, with a_B the effective Bohr radius, so this value is only an estimate. At that density the carriers remain nondegenerate, with n/N_c = 0.0036. Near 10²⁰ cm⁻³, as in source and drain contacts, they are degenerate and the mobility formula used here no longer applies. Apart from the in-scattering change, these model errors far exceed the numerical error of the finest α = 0.289 mesh, which is 0.13% for the directions sampled here.

**A convergence procedure**

Start with α = 0.289 on curved bands and refine h until both the mobility and the state-resolved rates settle. Then repeat with α = 0.5. A difference that shrinks as h² is consistent with smearing bias. On an isotropic band, scatter of the rates with the direction of k reveals sampling error; compare its size with the direction-averaged shift before calling either error dominant. For flat sheets, raise α as h falls. A fixed width is a useful cross-check if at least two widths are each converged in h before they are compared. The full values are in the numerical output.

Calculated quantities

```
T = 300 K, kT = 25.85 meV, DOS mass = 0.3214 m0
density 2330 kg/m3, sound speed 9000 m/s
acoustic potential 9.0 eV, optical 1.20e+09 eV/cm
optical quantum 62.0 meV, occupation 0.1000
at E=kT: k = 0.4670 1/nm, v = 1.682e+05 m/s
sound speed / electron speed at E=kT = 0.0535
h=0.20 1/nm: hbar*v*h = 22.14 meV, width(0.289) = 6.39 meV
h=0.10 1/nm: hbar*v*h = 11.07 meV, width(0.289) = 3.20 meV
h=0.05 1/nm: hbar*v*h = 5.54 meV, width(0.289) = 1.60 meV
flat-sheet worst error, alpha 0.289, 0.5, 1: 3.89e-01, 1.44e-02, 5.35e-09
sphere bias adaptive (alpha=1,k/h=20): 3.738e-03, law 3.750e-03
sphere bias fixed (sigma=E/8): -1.983e-03, law -1.953e-03
sphere sampling rms 2.60e-03, left after law 5.11e-05
rates at 100 meV (1/ps): ac abs, ac em, op abs, op em
  mesh      1.5190 1.8049 0.8254 4.4097
  continuum 1.5177 1.8022 0.8248 4.3955
continuum mobility = 1566.9 cm2/Vs = 0.15669 m2/Vs
same by adaptive quadrature = 1567.0 cm2/Vs
mobility (cm2/Vs) at h = 0.20, 0.10, 0.05 1/nm
  adaptive 0.289    1530.8    1561.7    1564.9
  adaptive 0.5      1464.7    1541.9    1560.6
  adaptive 1.0      1190.5    1465.0    1542.0
  fixed 1 meV       1532.4    1581.6    1566.6
  fixed 5 meV       1558.0    1567.6    1565.9
  fixed 20 meV      1515.8    1515.8    1515.8
  0.289, no v_ph    1531.3    1561.7    1564.8
mobility error (%) at the same meshes
  adaptive 0.289     -2.31     -0.34     -0.13
  adaptive 0.5       -6.53     -1.60     -0.41
  adaptive 1.0      -24.03     -6.50     -1.59
  fixed 1 meV        -2.20      0.94     -0.02
  fixed 5 meV        -0.57      0.04     -0.07
  fixed 20 meV       -3.26     -3.26     -3.26
  0.289, no v_ph     -2.27     -0.34     -0.14
weighted rms rate error (%) at the same meshes
  adaptive 0.289      2.63      0.85      0.40
  adaptive 0.5        8.45      1.94      0.55
  adaptive 1.0       33.86      8.38      1.93
  fixed 1 meV        15.78      4.89      1.12
  fixed 5 meV         4.74      3.15      3.06
  fixed 20 meV       11.77     11.77     11.77
  0.289, no v_ph      2.59      0.84      0.41
false emission at 40 meV / true total rate: adaptive 5.7e-194, fixed 20 meV 0.1013
acoustic in-scattering changes mobility 0.13 %
quasi-elastic acoustic limit: -0.37 %
nonparabolicity 0.5 1/eV: -11.7 %
conductivity mass 0.2583 m0: 24.4 % at unchanged rates
1e17 cm-3 ionized impurities (eps_r 11.7): mobility 974.2 cm2/Vs
six-valley N_c = 2.74e+19 cm-3, n/N_c = 0.0036
```
